The Brooks-Herring momentum-relaxation rate for a screened ionized dopant

**The fact to explain**

An electron of effective mass 0.25 moves among singly charged dopants in a medium of dielectric constant 12. Its energy is 0.004 hartree. In the Born approximation it collides at the rate 4.65×10⁻⁴ atomic units, but its momentum relaxes at only 9.58×10⁻⁶. It takes the equivalent of 48.5 collisions to relax the momentum once. Why so many?

I use Hartree atomic units: ħ, the elementary charge, the free-electron mass and 4πε₀ are 1. The band is parabolic and isotropic, E = k²/(2m), with m in free-electron masses. There is one valley, and scattering conserves spin. The dopants are fixed, with density n.

**First case: a contact scatterer**

Take plane waves normalized in a volume Ω with periodic boundaries. One dopant at the origin gives an electron the potential energy V(r), whose Fourier transform is

V(q) = ∫ d³r V(r) exp(−iq·r), q = k′ − k.

For N = nΩ dopants at positions R_j the matrix element is

⟨k′|V_total|k⟩ = [V(q)/Ω] Σ_j exp(−iq·R_j).

Its square contains a double sum over j and l. The N terms with j = l are each 1. If the positions are random and independent, every term with j ≠ l averages to zero for q ≠ 0, because a plane wave integrates to zero over Ω. The golden rule, which is the lowest Born order, then gives

W(k→k′) = (2πn/Ω) |V(q)|² δ(E′ − E).

To sum over final states, replace Σ_k′ by Ω∫d³k′/(2π)³. Since dE′ = k′dk′/m, the radial part is

∫ k′² dk′ δ(E′ − E) = mk.

The total collision rate is therefore

Γ = (nmk/4π²) ∫ dΩ′ |V(q)|²,

where dΩ′ is the element of solid angle of k′. For a contact potential V(q) = V₀ is constant, the solid angle gives 4π, and

Γ = nmkV₀²/π.

All directions are equally likely, so one collision on average erases the initial direction. The fact at the top must come from the q-dependence of V.

**Second stage: counting momentum instead of collisions**

Let f(k) be the occupation of a state. The collision term is

(∂f/∂t)_coll = Σ_k′ W [f′(1 − f) − f(1 − f′)] = Σ_k′ W (f′ − f).

The same W serves both directions because |V(q)|² is even in q. The products ff′ cancel, so the exclusion principle leaves no factor in elastic scattering.

Now give the distribution a small drift along a fixed axis,

f = f₀(E) + A(E) cos α,

where α is the angle between k and the axis. The isotropic part f₀ cancels, and A is common to both states because E′ = E:

(∂f/∂t)_coll = −A Σ_k′ W (cos α − cos α′).

Let θ be the angle between k and k′, and φ the azimuth of k′ about k. Then

cos α′ = cos α cos θ + sin α sin θ cos φ.

V depends on θ but not on φ, so the last term integrates to zero. What remains is proportional to the original cos α:

(∂f/∂t)_coll = −(A cos α)/τ,

1/τ = Σ_k′ W (1 − cos θ).

So 1 − cos θ is not an added estimate of damage per collision. It follows from the collision term for this form of drift. The result was tested by integrating over the sphere for three tilted directions of k.

Write u = 1 − cos θ. Then dΩ′ = du dφ, and φ gives 2π. On the energy shell

q² = k² + k² − 2k² cos θ = 2k²u,

so that

1/τ = (nmk/2π) ∫₀² du u |V(q)|²,

Γ = (nmk/2π) ∫₀² du |V(q)|².

For the contact case both integrals equal 2V₀², and 1/τ = Γ, as it should for isotropic scattering.

**Third stage: a charged dopant and its screening**

A dopant of charge Z produces an electrostatic potential φ(r), which lowers the energy of an electron by φ. In equilibrium, if φ varies slowly on the scale of the electrons' wavelengths, the local density is n_e(μ + φ), where μ is the chemical potential. To first order the density rises by (∂n_e/∂μ)φ. The average electron charge is balanced by the average dopant charge, so the source in Poisson's equation is the chosen dopant and its induced cloud:

κ∇²φ = −4π[Zδ(r) − (∂n_e/∂μ)φ].

Define

q_s² = (4π/κ) ∂n_e/∂μ.

Then ∇²φ − q_s²φ = −(4πZ/κ)δ(r). Away from the origin (rφ)″ = q_s² rφ. The decaying solution that joins the bare potential Z/(κr) at small r is φ = Z exp(−q_s r)/(κr). The electron's potential energy is its negative,

V(r) = −Z exp(−q_s r)/(κr).

The cloud contains

(∂n_e/∂μ)(4πZ/κ) ∫₀^∞ r exp(−q_s r) dr = (∂n_e/∂μ)4πZ/(κq_s²) = Z

extra electrons, so the dopant is neutralized at large distance.

For nondegenerate electrons n_e is proportional to exp(μ/k_BT), hence ∂n_e/∂μ = n_e/(k_BT). I take every dopant as ionized, so n_e = n. With n = 1.5×10⁻⁸ bohr⁻³ and k_BT = 0.001 hartree,

q_s² = 4π(1.5×10⁻⁸)/(12 × 0.001) = 1.571×10⁻⁵ bohr⁻²,

q_s = 3.963×10⁻³ bohr⁻¹.

The screening length is 252 bohr. Fermi statistics give a response 0.990 times the nondegenerate one, so the simpler formula is good here to about 1% in q_s².

The Fourier transform follows by doing the angles first:

V(q) = (4π/q) ∫₀^∞ r V(r) sin(qr) dr
= −(4πZ/κq) ∫₀^∞ exp(−q_s r) sin(qr) dr.

The last integral is the imaginary part of 1/(q_s − iq), which is q/(q² + q_s²). Therefore

V(q) = −4πZ/[κ(q² + q_s²)].

For q much smaller than q_s this is constant: in the Born approximation a slow electron sees a contact scatterer with |V₀| = 4πZ/(κq_s²). A fast one can transfer q well above q_s, where |V(q)|² falls as 1/q⁴.

**Fourth stage: the Brooks-Herring integral**

Insert V(q) with q² = 2k²u:

1/τ = (nmk/2π)(16π²Z²/κ²) ∫₀² u du/(2k²u + q_s²)².

Set t = 2k²u + q_s². Then u = (t − q_s²)/(2k²), du = dt/(2k²), and t runs from q_s² to q_s² + 4k². With b = 4k²/q_s²,

∫₀² u du/(2k²u + q_s²)²
= (1/4k⁴) ∫ dt (1/t − q_s²/t²)
= (1/4k⁴) [ln(1 + b) + 1/(1 + b) − 1]
= (1/4k⁴) [ln(1 + b) − b/(1 + b)].

The numerical factors combine as 16π²/(2π × 4) = 2π, and the powers of k as k/k⁴. The result is

1/τ = [2πnmZ²/(κ²k³)] F(b),

F(b) = ln(1 + b) − b/(1 + b), b = 4k²/q_s².

This is the Brooks-Herring rate. Since k³ = 2m√(2m) E^(3/2), it can also be written

1/τ = πnZ²F/[κ²√(2m) E^(3/2)].

In SI units 1/κ becomes e²/(4πε), with ε = κε₀, and m is in kilograms:

1/τ = nZ²e⁴F/[16π√(2m) ε² E^(3/2)].

Planck's constant has left the prefactor; it remains in b = 8mE/(ħ²q_s²).

The total rate needs the same substitution without u:

∫₀² du/(2k²u + q_s²)² = (1/2k²)[1/q_s² − 1/(q_s² + 4k²)]
= 2/[q_s²(q_s² + 4k²)],

Γ = 16πnmkZ²/[κ²q_s²(q_s² + 4k²)].

**Two limits**

For b → 0, expand both parts of F:

ln(1 + b) = b − b²/2 + …, b/(1 + b) = b − b² + …,

so F → b²/2 = 8k⁴/q_s⁴ and

1/τ → 16πnmkZ²/(κ²q_s⁴).

This is nmkV₀²/π with V₀² = 16π²Z²/(κ²q_s⁴). The first case has returned.

For b → ∞, ln(1 + b) → ln b and b/(1 + b) → 1, so F → ln b − 1. The rate then falls nearly as E^(−3/2), slowed by the logarithm. If q_s → 0 at fixed k, 1/τ diverges logarithmically, while Γ diverges as 1/q_s². Screening is needed for both, but momentum relaxation depends on it far more weakly.

Since the rate rises as k at small k and falls at large k, it has a maximum. Setting the derivative of k⁻³F to zero, with b dF/db = b²/(1 + b)², gives 3F = 2b²/(1 + b)², or b ≈ 0.57. This is a property of the Born formula; whether Born holds there is a separate question, taken up below.

**Reading the opening numbers**

At E = 0.004 hartree,

k² = 2 × 0.25 × 0.004 = 0.002, k = 0.04472 bohr⁻¹,

b = 4 × 0.002/(1.571×10⁻⁵) = 509.3,

F = ln(510.3) − 509.3/510.3 = 5.237.

The prefactor is

2π(1.5×10⁻⁸)(0.25)/(144 × 0.04472³) = 1.829×10⁻⁶,

and multiplication by F gives 1/τ = 9.58×10⁻⁶ atomic units, or 0.396 ps⁻¹. The relaxation time is 2.52 ps.

The mean of u per collision is the ratio of the two rates. Using k⁴ = b²q_s⁴/16,

⟨u⟩ = (1/τ)/Γ = F q_s²(q_s² + 4k²)/(8k⁴) = 2(1 + b)F/b² = 0.0206.

Its inverse is 48.5, the number at the start. Most collisions barely turn the electron. The fraction with 1 − cos θ below u follows from the integral for Γ with upper limit u:

P(u) = [x/(1 + x)] (1 + b)/b, x = bu/2.

Setting P = 1/2 gives x = b/(b + 2), so the median is u = 2/(b + 2) = 0.0039, a deflection of about 5°.

The mean is five times the median because rare larger deflections matter. In the range 2/b ≪ u < 2 the integrand for 1/τ is proportional to 1/u, so equal factors in u contribute equally to momentum loss. That is the origin of the logarithm in F. Collisions are counted mainly near the screening cutoff; momentum is lost over the whole range above it.

The energy dependence can be read the same way. Doubling E from 0.002 to 0.004 hartree lowers the Born rate from 2.353×10⁻⁵ to 9.58×10⁻⁶, a factor 2.46. The power E^(−3/2) alone would give 2.83; the growth of F takes back the rest.

**From the rate to a mobility**

Apply a weak uniform force K along the axis. In a steady state the drift term balances collisions:

K (k/m) cos α df₀/dE = −(A cos α)/τ,

so A = −Kτ(k/m) df₀/dE. For f₀ proportional to exp(−E/k_BT), −df₀/dE = f₀/(k_BT). The mean velocity along the axis averages (k/m)A cos²α over directions, giving 1/3, and over the density of states, proportional to √E. With (k/m)² = 2E/m,

v_drift = K [2/(3mk_BT)] ∫τE^(3/2)exp(−E/k_BT)dE / ∫E^(1/2)exp(−E/k_BT)dE.

Integration by parts gives ∫E^(3/2)exp(−E/k_BT)dE = (3/2)k_BT ∫E^(1/2)exp(−E/k_BT)dE. Hence the mobility limited by these dopants alone, v_drift/K in these units, is

mobility = ⟨τ⟩/m,

with ⟨τ⟩ weighted by E^(3/2)exp(−E/k_BT). The 2.52 ps above belongs to one energy and is not this average, which for the Born rate is about 1.5 ps, a mobility near 10⁴ cm²/(V s). That is not the mobility of a real crystal: the example corresponds to about 10¹⁷ cm⁻³ and 316 K, where phonon scattering, left out here, adds to the rate and in a silicon-like material limits the mobility to the order of 10³ cm²/(V s).

**Fifth stage: removing the Born approximation**

The Born rate contains Z², so it cannot distinguish an attractive dopant from a repulsive one. To see what is lost, solve the scattering from the same Yukawa potential by partial waves.

At large r the part of a plane wave with angular momentum l is

(2l + 1)P_l(cos θ)[exp(ikr) − (−1)^l exp(−ikr)]/(2ikr).

The potential leaves the incoming wave alone and multiplies the outgoing one by exp(2iδ_l), where δ_l is the phase shift. The added outgoing wave is g(θ)exp(ikr)/r, with

g(θ) = (1/k) Σ_l (2l + 1)a_l P_l(cos θ),

a_l = [exp(2iδ_l) − 1]/(2i).

The cross section for momentum loss is σ_tr = ∫dΩ′ |g|²(1 − cos θ). Two properties of P_l are needed: ∫dΩ′ P_l² = 4π/(2l + 1), with different l orthogonal, and

(2l + 1)cos θ P_l = (l + 1)P_(l+1) + lP_(l−1).

The term without cos θ gives (4π/k²)Σ(2l + 1)|a_l|². The cos θ term joins neighbours and gives (4π/k²)Σ(l + 1)2Re(a_l a*_(l+1)). Split 2l + 1 into (l + 1) + l and shift l by one in the second sum. The pieces form a square:

σ_tr = (4π/k²) Σ_l (l + 1)|a_l − a_(l+1)|²
= (4π/k²) Σ_l (l + 1) sin²(δ_l − δ_(l+1)).

An electron of speed k/m meets n scatterers per volume, so 1/τ = n(k/m)σ_tr. The phase shifts come from the radial equation

w″ = [l(l + 1)/r² + 2mV(r) − k²]w.

First test the weak-coupling limit at k = q_s. For mZ/(κq_s) = +0.01 and −0.01 the phase-shift rate divided by the Born rate is 1.008 and 0.992. The mean is 1 to within 0.0001, which confirms the prefactor by a road without the golden rule. Doubling the coupling doubles the difference between the signs. This is expected: if g = Zg₁ + Z²g₂ + …, then |g|² = Z²|g₁|² + 2Z³Re(g₁*g₂) + …, and the leading relative correction is odd in Z. In this case attraction raises the rate.

The worked example has mZ/(κq_s) = 5.26, which is not weak. The ratios of phase-shift rate to Born rate are:

E = 0.002 hartree: attractive 0.956, repulsive 0.766
E = 0.004 hartree: attractive 0.983, repulsive 0.867
E = 0.008 hartree: attractive 0.995, repulsive 0.930

Both signs now lie below Born, so the odd correction alone cannot describe them. At 0.004 hartree the mean of the two ratios is 0.925 and half their difference is 0.058. For attraction the even part, −0.075, and the odd part, +0.058, largely cancel. The 2% agreement is thus partly a cancellation; for repulsion the parts add, and Born exceeds the phase-shift rate by 15% of the latter.

**Where the result stops being safe**

The first Born correction to the wave at the dopant shows which parameters matter. For a unit incident wave it is

ψ₁(0) = −(m/2π) ∫d³r [exp(ikr)/r] V(r) exp(ik·r)
= (2mZ/κk) ∫₀^∞ dr exp(ikr − q_s r) sin(kr)/r
= (mZ/κk)[arctan(2k/q_s) + (i/2)ln(1 + b)].

The last step uses exp(ikr) sin(kr) = [exp(2ikr) − 1]/(2i) and ∫₀^∞ [exp(−ar) − exp(−cr)] dr/r = ln(c/a), with a = q_s − 2ik and c = q_s.

For k → 0, ψ₁(0) becomes 2mZ/(κq_s), about 10.5 in the example. The Born formula should not be trusted for the slowest electrons here, including those near its maximum. At 0.004 hartree the magnitude is still 1.6, although the rate is much better than that suggests. Distortion at the centre is a warning, not an estimate of the error in the rate.

The phase shifts cure the Born approximation for one fixed Yukawa centre. They do not cure the model around it. At r = 252 bohr the potential is 0.12k_BT, but at 50 bohr it is 1.4k_BT, so linear screening fails close to the dopant. The local density response is an approximation too: the wavelength at energy k_BT, 2π/√(2mk_BT) = 281 bohr, is no shorter than the screening length. This matters little for the rate here, because the response weakens appreciably only at q well above q_s, where q² already dominates q_s² in V(q). A sphere of one screening length holds on average about one electron; the smooth cloud is a thermal mean, not a snapshot.

Independence of the dopants is also strained. Their typical spacing n^(−1/3) is 405 bohr, and the distance between collisions, (k/m)/Γ with the Born Γ, is 385 bohr, both comparable with the screening length. The many small deflections are therefore not well-separated events. An attractive dopant of this strength can also bind an electron and become neutral, which the choice n_e = n ignores. The radial equation has a lowest bound level about 0.6k_BT deep, enough to leave roughly one dopant in ten neutral. Short-range chemical differences between dopants, correlations in their positions and anisotropic bands lie outside the formula too. The numerical output gives the main rates and ratios; the other numbers follow from the formulas above.

Table of computed values

```
effective mass = 0.25 electron masses
dielectric constant = 12.0 (dimensionless)
dopant charge Z = 1 elementary charge
dopant and electron density = 1.50e-08 bohr^-3
thermal energy = 0.0010 hartree
inverse screening length q_s = 3.9633e-03 bohr^-1
screening length = 252.3 bohr
Fermi / nondegenerate response = 0.9896 (ratio)
electron energy = 0.0040 hartree
wave number k = 0.04472 bohr^-1
b = 509.30 (dimensionless)
F(b) = 5.2370 (dimensionless)
momentum-relaxation rate = 9.5804e-06 atomic units
momentum-relaxation rate = 0.3961 ps^-1
relaxation time = 2.525 ps
total collision rate = 4.6493e-04 atomic units
total / relaxation rate = 48.53 (ratio)
mean of 1-cos(theta) = 0.02061 (dimensionless)
weak-coupling check at k = q_s, phase-shift / Born rate:
  m Z/(kappa q_s) = +0.01: 1.00805 (ratio)
  m Z/(kappa q_s) = -0.01: 0.99200 (ratio)
  m Z/(kappa q_s) = +0.02: 1.01615 (ratio)
  m Z/(kappa q_s) = -0.02: 0.98405 (ratio)
example m Z/(kappa q_s) = 5.257 (dimensionless)
example, phase-shift / Born rate (ratios):
  E = 0.002 hartree, m Z/(kappa k) = 0.659: attractive 0.956, repulsive 0.766, Born rate 2.353e-05 atomic units
  E = 0.004 hartree, m Z/(kappa k) = 0.466: attractive 0.983, repulsive 0.867, Born rate 9.580e-06 atomic units
  E = 0.008 hartree, m Z/(kappa k) = 0.329: attractive 0.995, repulsive 0.930, Born rate 3.834e-06 atomic units
```
